\section*{Why alternating-gradient lenses confine high-field-seeking molecules}

\section*{The question}

A polar molecule in a high-field-seeking state is pulled towards strong field. A static electric field cannot give it a point with a linear restoring force in every direction. How can a row of static lenses, none of which focuses in both transverse planes, nevertheless hold such molecules near an axis, and how deep is the resulting well?

\section*{What the divergence forbids}

Let $E=|\mathbf E|$, and let the molecule follow its Stark state adiabatically, with energy $W(E)$. The force is
\begin{equation}
\mathbf F=-\nabla W=\mu_{\rm eff}\nabla E,\qquad \mu_{\rm eff}=-\frac{dW}{dE}>0 .
\end{equation}
Differentiating $E^2=\sum_jE_j^2$ once gives $E\,\partial_iE=\sum_jE_j\partial_iE_j$. Differentiating again and summing over $i$ gives
\begin{equation}
|\nabla E|^2+E\nabla^2E=\sum_{ij}(\partial_iE_j)^2+\sum_jE_j\nabla^2E_j .
\end{equation}
The last sum vanishes, because each component of a source-free static field obeys Laplace's equation. Hence
\begin{equation}
\nabla^2E=\frac{\sum_{ij}(\partial_iE_j)^2-|\nabla E|^2}{E}\ge0 .
\end{equation}
The sign follows from the Cauchy--Schwarz inequality: $\partial_iE$ is the projection of the vector $\partial_i\mathbf E$ on the field direction, so it cannot exceed that vector's length. The force divergence is
\begin{equation}
\nabla\cdot\mathbf F=\mu_{\rm eff}\nabla^2E+\frac{d\mu_{\rm eff}}{dE}|\nabla E|^2 .
\end{equation}
At an equilibrium point $\nabla E=0$, so $\nabla\cdot\mathbf F\ge0$ for any high-field seeker. For the ground state the inequality holds everywhere. Its energy is the minimum, over trial states, of expressions linear in $E$; such a minimum is concave, so $d\mu_{\rm eff}/dE=-W''\ge0$.

A linear restoring force in all directions would need a negative divergence. That is forbidden at each place and instant. The motion of a molecule that meets different forces in succession is a separate question.

\section*{One lens}

In a long lens the field depends on $x$ and $y$. Zero divergence and zero curl are then the Cauchy--Riemann conditions for $E_x-iE_y$ as a function of $\zeta=x+iy$. Take
\begin{equation}
E_x-iE_y=E_0\left(1\pm\frac{\zeta^2}{R^2}\right).
\end{equation}
With $u=(x^2-y^2)/R^2$ and $r^2=x^2+y^2$, the squared modulus is $E^2/E_0^2=1\pm2u+r^4/R^4$. Expanding the root to fourth order in the coordinates,
\begin{equation}
\frac{E}{E_0}\approx1\pm u+\frac12\left(\frac{r^4}{R^4}-u^2\right)
=1\pm\frac{x^2-y^2}{R^2}+\frac{2x^2y^2}{R^4},
\end{equation}
since $r^4-(x^2-y^2)^2=4x^2y^2$. For the ground state, the force divergence vanishes on the axis and is positive off it. To first order in displacement, the lower sign gives
\begin{equation}
F_x=-m\Omega^2x,\qquad F_y=+m\Omega^2y,\qquad \Omega^2=\frac{2\mu_{\rm eff}E_0}{mR^2},
\end{equation}
with $\mu_{\rm eff}$ taken at $E_0$. The upper sign exchanges the planes.

\section*{Why alternation focuses}

Let the forward speed $v$ be constant, let lenses of length $L$ alternate in sign, and let gaps of length $S=\sigma L$ exert no transverse force. Lens ends are treated as sharp. A force-free gap presumes that the field keeps its size and direction there; where it dips or turns, the positive divergence found above gives a net defocusing. With a prime for $d/dz$ and $\kappa=\Omega/v$,
\begin{equation}
x''=-s(z)\kappa^2x,
\end{equation}
where $s=1$ in a focusing lens, $-1$ in a defocusing lens and $0$ in a gap. Since $(xx')'=x'^2+xx''$, and the average of $(xx')'$ over a long path vanishes for bounded motion,
\begin{equation}
\langle x'^2\rangle=\kappa^2\langle s\,x^2\rangle .
\label{eq:virial}
\end{equation}
The left side is positive. A confined molecule therefore has a larger mean-square displacement in the focusing lenses than in the defocusing ones. The force grows with displacement, so the inward push acts where it is stronger.

Weak lenses show how this ordering arises. Write $x=X+\xi$, with $X$ nearly constant over a cell and $\xi$ a small flutter of zero mean. The flutter obeys $\xi''=-s\kappa^2X$, so $\xi'=-\kappa^2XG$, where $G'=s$ and $\langle G\rangle=0$. The force on $X$ averages to
\begin{equation}
X''=-\kappa^2\langle s(X+\xi)\rangle=-\kappa^2\langle s\xi\rangle
=\frac{\langle\xi\xi''\rangle}{X}=-\frac{\langle\xi'^2\rangle}{X}=-\kappa^4\langle G^2\rangle X .
\end{equation}
The first-order force cancels because $\langle s\rangle=0$; the fourth equality is an integration by parts over a period. What remains is quadratic in the gradient, so reversing the lens sign leaves it unchanged, and it is attractive in both planes.

Across a lens $G$ runs linearly between $-L/2$ and $L/2$, with mean square $L^2/12$; in a gap $G^2=L^2/4$. With $\phi=\kappa L$, the slow frequency $\omega$ satisfies
\begin{equation}
\omega^2=v^2\kappa^4\,\frac{2L\,(L^2/12)+2S\,(L^2/4)}{2(L+S)}
=\Omega^2\phi^2\,\frac{1+3\sigma}{12(1+\sigma)} .
\label{eq:smooth}
\end{equation}

A strictly positive divergence on the axis can be modelled by a defocusing stiffness $(1+\delta)\Omega^2$ beside a focusing stiffness $\Omega^2$. This adds the mean stiffness $-\delta\Omega^2/[2(1+\sigma)]$ in each plane. For weak lenses, confinement survives if this is smaller in size than $\omega^2$, that is, if
\begin{equation}
\delta<\frac{\phi^2(1+3\sigma)}{6}.
\end{equation}

\section*{The stability region}

For lenses of any strength, use the vector $(x,x'/\kappa)$ and set $d=\sigma\phi$. The solutions of the equation of motion give, for focusing lens, defocusing lens and gap,
\begin{equation}
\mathsf F_\phi=\begin{pmatrix}\cos\phi&\sin\phi\\-\sin\phi&\cos\phi\end{pmatrix},\quad
\mathsf D=\begin{pmatrix}\cosh\phi&\sinh\phi\\\sinh\phi&\cosh\phi\end{pmatrix},\quad
\mathsf O=\begin{pmatrix}1&d\\0&1\end{pmatrix}.
\end{equation}
Multiplying out the part between two focusing lenses,
\begin{equation}
\mathsf{ODO}=\begin{pmatrix}A&B\\C&A\end{pmatrix},\quad
\begin{aligned}
A&=\cosh\phi+d\sinh\phi,\\
B&=\sinh\phi+2d\cosh\phi+d^2\sinh\phi,\\
C&=\sinh\phi .
\end{aligned}
\end{equation}
Start the cell at the centre of a focusing lens, so that its matrix is $\mathsf M=\mathsf F_{\phi/2}\,\mathsf{ODO}\,\mathsf F_{\phi/2}$. With $h=\phi/2$, its elements are
\begin{align}
M_{11}=M_{22}&=A(\cos^2h-\sin^2h)-(B-C)\sin h\cos h\nonumber\\
&=A\cos\phi-\tfrac12(B-C)\sin\phi,\\
M_{12}&=2A\sin h\cos h+B\cos^2h+C\sin^2h\nonumber\\
&=A\sin\phi+\tfrac12(B+C)+\tfrac12(B-C)\cos\phi .
\label{eq:m12}
\end{align}
The determinant is 1, so the eigenvalues are $e^{\pm iM}$ with $\cos M=M_{11}$. Inserting $A$, $B$ and $C$,
\begin{equation}
\cos M=\cos\phi\cosh\phi+d(\cos\phi\sinh\phi-\sin\phi\cosh\phi)-\tfrac12d^2\sin\phi\sinh\phi .
\label{eq:cos}
\end{equation}
The motion is bounded for $|\cos M|<1$ and grows exponentially for $|\cos M|>1$. The other plane meets the same elements shifted by half a cell. A cyclic shift leaves the trace unchanged, so both planes are stable together.

For small $\phi$, expansion gives $\cos M\approx1-\phi^4(1/6+2\sigma/3+\sigma^2/2)$, hence $M^2\approx\phi^4(1+\sigma)(1+3\sigma)/3$. Dividing $M$ by the cell time $2L(1+\sigma)/v$ recovers Eq.~(\ref{eq:smooth}).

The main region extends from $\phi=0$ to the first point where $\cos M=-1$. This edge is $\phi_{\max}=1.875$ without gaps, $1.591$ for $\sigma=0.2$ and $1.110$ for $\sigma=1$. Just beyond it, the molecule is overfocused: its displacement changes sign and grows from cell to cell. Narrow stable bands recur at larger $\phi$; without gaps the second band runs from $\phi=4.694$ to $4.730$.

\section*{The effective well depth}

In the stable region there is a complex solution $w=\sqrt\beta\,e^{i\psi}$ that gains the factor $e^{iM}$ per cell, so $\beta(z)=|w|^2$ is periodic. The Wronskian of $w$ and $w^*$ is constant, and $w$ can be scaled so that $\beta\psi'=1$. A molecule crossing the axis at $z_0$ with slope $x_0'$ follows
\begin{equation}
x(z)=x_0'\sqrt{\beta(z)\beta(z_0)}\,\sin[\psi(z)-\psi(z_0)],
\label{eq:orbit}
\end{equation}
which has the required value and slope at $z_0$. Hence $|x|\le\beta_{\max}|x_0'|$.

The maximum of $\beta$ lies at the centre of a focusing lens. Differentiating $|w|^2$ twice gives $\beta''=2|w'|^2-2s\kappa^2\beta$, which is positive in gaps and defocusing lenses. There $\beta$ is convex and symmetric about the defocusing centre, so it is falling as it leaves a focusing lens. Inside that lens, whose centre is $z_c$, symmetry gives $\beta=b_0+b_1\cos[2\kappa(z-z_c)]$. Its slope at the exit is $-2\kappa b_1\sin\phi$, so $b_1>0$ for $\phi<\pi$, which covers the main region for the gap ratios listed above, though not the second band.

Applying Eq.~(\ref{eq:orbit}) over one cell from this centre gives $x=x_0'\beta_{\max}\sin M$. The matrix gives $x=M_{12}x_0'/\kappa$. Therefore
\begin{equation}
\kappa\beta_{\max}=\frac{M_{12}}{\sin M}.
\end{equation}
Both planes have the same $\beta_{\max}$, so $r^2\le\beta_{\max}^2(x_0'^2+y_0'^2)$. For an aperture of radius $a$, every molecule that crosses the axis with transverse kinetic energy below
\begin{equation}
D=\frac{mv^2a^2}{2\beta_{\max}^2}=\frac{\tfrac12m\Omega^2a^2}{(\kappa\beta_{\max})^2}
\end{equation}
stays inside, wherever in the cell it crosses. This guaranteed energy is the effective depth used here.

For weak lenses $M_{12}\approx2\phi(1+\sigma)$ and $M\approx2\phi(1+\sigma)\omega/\Omega$, so $\kappa\beta_{\max}\approx\Omega/\omega$ and $D\approx\frac12m\omega^2a^2$. At fixed fields and lengths this falls as $1/v^2$ for fast molecules. At the upper stability edge $\sin M\to0$ and $D$ vanishes too. The best strength lies between.

\section*{A worked case}

Take a model rigid rotor in its ground state: dipole $\mu=3$~D, rotational constant $10$~GHz, mass $100$~u. The lenses have $E_0=100$~kV/cm, $R=5$~mm, $L=50$~mm, $S=10$~mm and $a=1$~mm, and $v=300$~m/s. Diagonalizing the Stark Hamiltonian at $\mu E_0/(\text{rotational constant})=15.10$ gives $\mu_{\rm eff}=0.8175\,\mu$ and $\Omega=6278$~rad/s. Then
\begin{equation}
\kappa=\frac{6278}{300}=20.93~\mathrm{m^{-1}},\qquad
\phi=20.93\times0.050=1.046,\qquad \sigma=0.2 .
\end{equation}
Equation~(\ref{eq:cos}) gives $\cos M=0.618$, a phase advance of $51.8^\circ$ per cell. The motion is stable. Slowing the molecules raises $\phi$; the main region ends at $v=\Omega L/\phi_{\max}=6278\times0.050/1.591=197$~m/s.

A trajectory followed over 2000 cells has a mean-square displacement 1.87 times larger in the focusing lenses than in the defocusing ones, and it satisfies Eq.~(\ref{eq:virial}) within the test tolerance. The transfer matrices stay stable for an excess $\delta$ of up to 0.41; the weak-lens estimate is 0.29. The depth shrinks well before that edge: from the $12.7$~mK found below to about $9$~mK at $\delta=0.1$ and $6$~mK at $\delta=0.2$.

For the depth, $\kappa\beta_{\max}=4.328$, so $\beta_{\max}=4.328/20.93=0.207$~m. The energy $\frac12m\Omega^2a^2$, which one focusing lens offers in one plane, corresponds to $237$~mK. Thus
\begin{equation}
\frac{D}{k_{\rm B}}=\frac{237~\mathrm{mK}}{4.328^2}=12.7~\mathrm{mK},\qquad D=1.75\times10^{-25}~\mathrm J .
\end{equation}
The corresponding transverse speed is $va/\beta_{\max}=1.45$~m/s. Confinement in both planes keeps 5.3\% of the one-plane depth. At this $\sigma$ and $\Omega$ the optimum is $\phi=1.06$, so the chosen lenses are already close to it. The weak-lens formula would give $28.8$~mK, more than twice $D$. It replaces $\kappa\beta_{\max}=4.328$ by $\Omega/\omega=2.87$, as if $\beta$ were constant along the cell. Here $\kappa\beta$ varies from $1.89$ at the centre of a defocusing lens to $4.33$ at the centre of a focusing lens, and the largest value sets the depth. $D$ refers only to molecules that cross the axis and is not the barrier of a static well. A molecule moving parallel to the axis at the centre of a defocusing lens swings out to $\sqrt{4.33/1.89}$ times its displacement, so it is lost if it starts beyond $0.66$~mm.

The linear force law was also replaced by the full lens field and the field-dependent dipole. Molecules were launched on the axis from the centre of a focusing lens, at angles spaced by $10^\circ$ and energies spaced by $0.01D$, and followed for 60 cells. The lowest energy at which one was lost was $1.01D$, or $12.8$~mK, for launch along the focusing direction. Holding the effective dipole constant gave the same value. On this line $y=0$, where a constant dipole makes the force exactly linear, so this loss does not probe the $x^2y^2$ term. At this aperture, the off-axis terms cause no loss of depth that this sampling resolves. Extending the guide to 300 cells lowers the threshold to about $0.99D$. The runs do not cover other entry positions, fringe fields or lens misalignment, any of which could lower the usable depth. Fringe fields can be large. If the axial field turns by $90^\circ$ at constant size within each gap, as between lenses rotated against each other, then $\nabla^2E\ge2E_0\theta'^2$ on the axis, with $\theta(z)$ the field direction. This amounts to an excess $\delta\ge\pi^2R^2/(4SL)=0.12$, enough to remove a third or more of $D$. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
dipole moment: 3.0 D
rotational constant: 10.0 GHz
mass: 100 u
axis field E0: 100 kV/cm
lens scale R: 5.0 mm
aperture radius a: 1.0 mm
forward speed: 300 m/s
lens length, gap: 50, 10 mm
dipole energy / rotational constant: 15.102
effective dipole / dipole: 0.8175
Omega: 6278.0 rad/s
kappa: 20.927 1/m
lens strength phi: 1.0463
gap ratio sigma: 0.20
cos of phase advance: 0.6183
phase advance per cell: 51.81 deg
phi_max at sigma=0.0: 1.8751
phi_max at sigma=0.2: 1.5912
phi_max at sigma=1.0: 1.1096
second band at sigma=0: 4.6941 to 4.7300
lowest speed in main region: 197.3 m/s
mean square x, focusing/defocusing: 1.869
mean slope^2 / restoring average: 1.0004
tolerated excess delta, exact: 0.4112
tolerated excess delta, weak-lens: 0.2919
kappa beta_max: 4.3278
beta_max: 206.8 mm
static one-plane depth: 237.0 mK
smooth estimate of depth: 28.83 mK
effective depth D: 12.65 mK
effective depth D: 1.747e-25 J
D / static depth: 0.0534
transverse speed limit: 1.451 m/s
best phi at sigma=0.2: 1.061
best D / static depth: 0.0534
cells in trajectory runs: 60
small test aperture: 0.1 mm
lowest loss energy / D, small aperture: 1.01
lowest loss energy / D, full aperture: 1.01
launch angle of that loss: 0 deg
same, constant effective dipole: 1.01
launch angle, constant dipole: 0 deg
lowest loss energy, full aperture: 12.78 mK
\end{verbatim}
